# The Bloch–Siegert Shift and the Shift from Off-Resonance Irradiation

**Q.** Suppose that, near resonance, a linearly oscillating field is replaced by one of its two rotating components. The other half is just as strong. Why may it be dropped?

**A.** It may be dropped at leading order, and the next order tells us what was lost. Take a spin 1/2 without relaxation, set $\hbar=1$, and let the static field make it precess at $\omega_0>0$:

$$H=\omega_0 I_z+2\omega_1\cos(\omega t)\,I_x .$$

The linear field has amplitude $2\omega_1$, in frequency units, because it is the sum of two rotating fields of amplitude $\omega_1$:

$$2\cos(\omega t) I_x=\big[I_x\cos\omega t+I_y\sin\omega t\big]+\big[I_x\cos\omega t-I_y\sin\omega t\big].$$

The first bracket turns in the sense of precession, the second against it. With $I_\pm=I_x\pm iI_y$ they are $\tfrac12(I_+e^{-i\omega t}+I_-e^{i\omega t})$ and $\tfrac12(I_+e^{i\omega t}+I_-e^{-i\omega t})$.

Now define $\psi_r=e^{i\omega tI_z}\psi$. This multiplies $I_\pm$ by $e^{\pm i\omega t}$ and adds $-\omega I_z$ to the Hamiltonian. The first bracket becomes the constant $I_x$, and the second oscillates at $2\omega$:

$$H_r=H_0+V(t),\qquad H_0=\delta I_z+\omega_1I_x,\qquad \delta=\omega_0-\omega,$$
$$V=\tfrac{\omega_1}{2}\left(I_+e^{i\nu t}+I_-e^{-i\nu t}\right),\qquad \nu=2\omega .$$

The mean of $V$ is zero, so it disappears at first order if $\omega_1\ll\omega$.

**Q.** Zero mean force, zero mean effect. What is left to calculate?

**A.** The spin responds to $V$ with a small wobble at the same frequency, and the product of wobble and field can have a mean. To find it, remove the wobble by a transformation $\psi'=e^{iS(t)}\psi_r$ with small Hermitian $S$. Differentiating $\psi'$ gives

$$H'=e^{iS}H_re^{-iS}+i\left(\tfrac{d}{dt}e^{iS}\right)e^{-iS}.$$

The first term is $H_r+i[S,H_r]+\dots$. For the second, use $e^{iS}=1+iS-\tfrac12S^2+\dots$:

$$\left(i\dot S-\tfrac12(\dot SS+S\dot S)\right)(1-iS)=i\dot S+\dot SS-\tfrac12(\dot SS+S\dot S)+\dots=i\dot S-\tfrac12[S,\dot S]+\dots$$

Multiplication by $i$ gives $-\dot S-\tfrac i2[S,\dot S]$. If we choose $\dot S=V$, the oscillating term cancels at first order, and

$$H'=H_0+i[S,H_0]+i[S,V]-\tfrac i2[S,V]+\dots=H_0+i[S,H_0]+\tfrac i2[S,V]+\text{third order}.$$

Here $\omega_1$ and $\delta$ both count as first-order quantities compared with $\nu$.

**Q.** The factor $\tfrac12$ decides the answer. Please finish the commutator explicitly.

**A.** The zero-mean integral of $V$ is

$$S=\frac{\omega_1}{2i\nu}\left(I_+e^{i\nu t}-I_-e^{-i\nu t}\right).$$

In $[S,V]$ the products of $I_+$ with $I_+$ and of $I_-$ with $I_-$ commute. In the cross terms the exponentials cancel:

$$[S,V]=\frac{\omega_1^2}{4i\nu}\left([I_+,I_-]-[I_-,I_+]\right)=\frac{\omega_1^2}{4i\nu}\,4I_z=\frac{\omega_1^2}{i\nu}I_z,$$

since $[I_+,I_-]=-i[I_x,I_y]+i[I_y,I_x]=2I_z$. Therefore

$$\tfrac i2[S,V]=\frac{\omega_1^2}{2\nu}I_z .$$

This is constant in time. Geometrically, $S=\mathbf a\cdot\mathbf I$ and $V=\mathbf v\cdot\mathbf I$, where

$$\mathbf a=\frac{\omega_1}{\nu}(\sin\nu t,\cos\nu t,0),\qquad \mathbf v=\omega_1(\cos\nu t,-\sin\nu t,0).$$

The two vectors turn together at a right angle, so their cross product keeps a fixed direction along $z$. That is the mean effect of a field with no mean.

**Q.** You still have $i[S,H_0]$, which is also of second order.

**A.** It is linear in $S$, so it oscillates with zero mean. A second transformation, with a generator of order $\omega_1^2/\omega^2$, removes it. Its static consequences begin beyond third order. Setting $\nu=2\omega$ leaves

$$H_{\rm eff}=\left(\omega_0-\omega+\frac{\omega_1^2}{4\omega}\right)I_z+\omega_1I_x .$$

The $I_z$ coefficient vanishes at $\omega=\omega_0+\omega_1^2/(4\omega)$. Replacing $\omega$ by $\omega_0$ in the small term changes it only at order $\omega_1^4/\omega_0^3$, so

$$\omega_{\rm res}=\omega_0+\frac{\omega_1^2}{4\omega_0}+O\!\left(\frac{\omega_1^4}{\omega_0^3}\right).$$

This is the Bloch–Siegert shift. If $\omega_1$ denoted the full linear amplitude, $\omega_1/2$ would take its place and the result would read $\omega_1^2/(16\omega_0)$.

**Q.** Why is there no cubic term?

**A.** A rotation by $\pi$ about $z$ turns $I_x$ into $-I_x$, which is the same as reversing the sign of $\omega_1$. It leaves transition probabilities between the states up and down unchanged. The resonance position is therefore even in $\omega_1$, and in its power series the next term after the quadratic one is quartic.

**Q.** I object to the word "resonance". $H_{\rm eff}$ lives in a wobbling frame, whereas I measure the spin in the laboratory. Why should a vanishing coefficient there be my resonance?

**A.** That needs a definition and a proof. Let resonance be the carrier near $\omega_0$ at which the probability of a transition from up to down, averaged over elapsed time and over the starting phase of the field, is greatest. The restriction to carriers near $\omega_0$ matters, because a linear field also has narrow resonances near $\omega_0/3$ and $\omega_0/5$, where the averaged probability reaches the same maximum; we leave these aside.

The propagator over one field period $T=2\pi/\omega$ is unitary and has two orthogonal eigenvectors. Followed through a period, they are two modes that repeat up to a phase. Let $p(t)=2\langle I_z\rangle$ in one mode; in the other it is $-p(t)$. A spin that is up at $t_0$ has weights $\tfrac12[1\pm p(t_0)]$ in the modes, and the modes have probabilities $\tfrac12[1\mp p(t)]$ of being down at $t$. Averaging over many periods removes the interference between the modes, provided that their relative phase does not advance by a multiple of $2\pi$ per period. Then

$$P=\tfrac14\left\{[1+p(t_0)][1-p(t)]+[1-p(t_0)][1+p(t)]\right\}=\tfrac12\left[1-p(t_0)p(t)\right].$$

Averaging $t_0$ and $t$ independently over the period gives

$$\bar P=\tfrac12(1-s^2),\qquad s=\text{mean of }p\text{ over a period}.$$

The maximum is $\tfrac12$, at $s=0$.

**Q.** And how is $s$ related to $H_{\rm eff}$?

**A.** Let the unit vector $\mathbf n=(n_x,0,n_z)$ point along the axis of $H_{\rm eff}$, so that $n_z/n_x=(\delta+\omega_1^2/4\omega)/\omega_1$. Going back with $e^{-iS}$ rotates $\mathbf n$ by the small vector $\mathbf a$:

$$\mathbf n\to\mathbf n+\mathbf a\times\mathbf n+\tfrac12\mathbf a\times(\mathbf a\times\mathbf n)+\dots$$

The $z$ component of $\mathbf a\times\mathbf n$ is $-a_yn_x$, hence

$$p(t)=n_z-\frac{\omega_1}{2\omega}n_x\cos2\omega t+\dots$$

The oscillating part averages to zero. The mean of the double product has $z$ component $-\tfrac12a^2n_z$, which merely rescales $n_z$. The generator of the second transformation has zero mean too, so it can contribute to $s$ only through products of third order. A third-order tilt moves the zero by $\omega_1$ times $(\omega_1/\omega)^3$, which is within the stated remainder. Thus $s=0$ coincides with $n_z=0$ to the order claimed.

**Q.** Is the average over starting phase more than a formality?

**A.** It changes the answer at the order we are calculating. If every run starts at a field maximum and only the elapsed time is averaged, the probability is $\tfrac12[1-p(0)s]$. Near resonance $s\approx n_z$ and $p(0)\approx n_z-\omega_1/(2\omega)$, so the maximum lies at $n_z\approx\omega_1/(4\omega)$. This means $\omega=\omega_0$: at this order the shift has disappeared.

Now drop the average over elapsed time as well. Suppose you look once per period, starting at a field maximum, and call it resonance when the net rotation axis is transverse. The condition is $p(0)=0$:

$$\frac{\delta+\omega_1^2/4\omega}{\omega_1}=\frac{\omega_1}{2\omega}\quad\Rightarrow\quad \omega=\omega_0-\frac{\omega_1^2}{4\omega}.$$

The apparent shift has the wrong sign. A quarter period later $\cos2\omega t=-1$, so the right-hand side of the condition changes sign and $\omega=\omega_0+3\omega_1^2/(4\omega)$. At leading order the mean of the two is the phase-averaged shift.

**Q.** Show me numbers, from a calculation that never discards the counter-rotating part.

**A.** Take model parameters for a low field, where the effect is easy to see: a Larmor frequency of 100 kHz and a nutation frequency of 10 kHz. The formulas hold for cyclic frequencies as they stand, because dividing both sides by $2\pi$ preserves their form:

$$\frac{(10\,000)^2}{4\times100\,000}=250\ \text{Hz}.$$

Propagation in the laboratory frame puts the resonance 250.155 Hz above the Larmor frequency. Doubling the field gives a predicted 1000 Hz and a propagated 1002.4 Hz. The discrepancy grows as the field to the power 3.95, close to the expected four.

The once-per-period criterion gives $-251.3$ Hz and $748.1$ Hz for the two starting phases, against $-250$ and $750$ Hz predicted. Their mean, 248.4 Hz, differs from the true shift by a higher-order amount.

**Q.** That supports the formula. Does it show that the counter-rotating component is the cause?

**A.** Switch the components off in turn. With the co-rotating one alone, the resonance stays at the Larmor frequency to the printed 0.001 Hz. With the counter-rotating one alone, at a carrier equal to the Larmor frequency, the precession frequency rises by 249.84 Hz.

**Q.** A resonance of half-width 10 kHz, displaced by 250 Hz, hardly seems important.

**A.** The ratio of shift to nutation frequency is $\omega_1/(4\omega_0)$, here 0.025, so near the centre of the line the effect is slight. Away from the centre it alters the nutation frequency visibly. At a carrier of 90 kHz, $H_{\rm eff}$ gives

$$\sqrt{(10\,000+277.8)^2+10\,000^2}\approx14\,340\ \text{Hz},$$

where $277.8=10^8/(4\times90\,000)$. Propagation gives 14 324 Hz; without the shift one would predict 14 142 Hz.

**Q.** You are still 15 Hz off.

**A.** Third-order terms account for the sign and scale of that. The static part of $-\tfrac12[S,[S,H_0]]$ follows from the same double cross product. If $H_0=\mathbf b\cdot\mathbf I$, it is the mean of $\tfrac12[\mathbf a(\mathbf a\cdot\mathbf b)-a^2\mathbf b]$. For $\mathbf b$ along $z$ this is $-\tfrac12a^2\mathbf b$. For $\mathbf b$ along $x$ it is $-\tfrac14a^2\mathbf b$, because $a_x^2$ averages to $a^2/2$. With $a=\omega_1/2\omega$,

$$\delta\to\delta\left(1-\frac{\omega_1^2}{8\omega^2}\right),\qquad \omega_1I_x\to\omega_1\left(1-\frac{\omega_1^2}{16\omega^2}\right)I_x .$$

The other third-order term, from the triple product of $S$, $S$ and $V$, contains $[S,I_z]$ and has zero mean. Both corrections lower the nutation frequency here. At a carrier of 90 kHz the two factors are $1-1/648$ and $1-1/1296$, which give $\sqrt{(9984.6+277.8)^2+9992.3^2}\approx14\,323$ Hz, about 1 Hz from the propagated value. At resonance $\delta$ is itself of order $\omega_1^2/\omega$, so its correction is of fourth order in the shift, as required.

**Q.** Now suppose that I irradiate far from resonance with a component turning in the right sense. Is that a separate theory?

**A.** The same lemma covers it. Let $\Delta=\omega_0-\omega$ and $\omega_1\ll|\Delta|$. In the frame rotating at $\omega_0$, $I_+e^{-i\omega t}$ becomes $I_+e^{i\Delta t}$. Thus $H_0=0$, and $V$ has its former shape with $\nu=\Delta$. The precession frequency changes by

$$\frac{\omega_1^2}{2\Delta}.$$

The sign follows $\Delta$: irradiation below the Larmor frequency pushes the precession up, and irradiation above pushes it down. The spin frequency moves away from the irradiation.

The counter-rotating component is a field at frequency $-\omega$, with offset $\omega_0+\omega\approx2\omega_0$. Inserting $\Delta=2\omega_0$ returns $\omega_1^2/(4\omega_0)$.

**Q.** For a single rotating field the problem is exactly solvable. Does the exact answer agree?

**A.** In the frame rotating at $\omega$ the Hamiltonian is $\Delta I_z+\omega_1I_x$, with nutation frequency $\Omega=\sqrt{\Delta^2+\omega_1^2}$. The shift is

$$\operatorname{sgn}(\Delta)\sqrt{\Delta^2+\omega_1^2}-\Delta=\frac{\omega_1^2}{2\Delta}-\frac{\omega_1^4}{8\Delta^3}+\dots$$

For a nutation frequency of 2 kHz and offsets of $\pm20$ kHz, the leading term is $\pm(2000)^2/(2\times20\,000)=\pm100$ Hz. Propagation gives $\pm99.75$ Hz, and the quartic term has size 0.25 Hz. The expansion fails when $|\Delta|$ becomes comparable with $\omega_1$; the square root must then be kept.

**Q.** Would I see this as a phase?

**A.** Yes. In 2.5 ms a 100 Hz shift adds $360^\circ\times100\times0.0025=90^\circ$ to the transverse phase. A propagated spin that starts along $x$, with the rotating field also along $x$ at that moment, gains $89.2^\circ$ with the carrier below the Larmor frequency and $-89.2^\circ$ with it above.

**Q.** Where did the missing $0.8^\circ$ go?

**A.** Take the carrier below. The smaller shift, 99.75 Hz, accounts for $0.22^\circ$. The rest comes from the tilt of the rotation axis $(\sin\theta,0,\cos\theta)$, where $\sin\theta=\omega_1/\Omega$. Rotating the $x$ direction about this axis by an angle $\varphi$ gives

$$M_x=\sin^2\theta+\cos^2\theta\cos\varphi,\qquad M_y=\cos\theta\sin\varphi .$$

Near $\varphi=90^\circ$, modulo whole turns, the added $\sin^2\theta$ reduces the phase by about $\sin^2\theta=4/404\approx0.0099$ rad, or $0.57^\circ$. In this example the carrier and the offset both complete whole numbers of cycles in 2.5 ms, so changing frames adds no further phase. The two corrections together make $0.79^\circ$. The tilt correction depends on the starting phase of the field: if the field starts along $y$, perpendicular to the spin, it practically vanishes and the gain is $89.8^\circ$.

**Q.** My coil produces a linear field. Which shift applies when it is far off resonance?

**A.** Both, added. In the frame at $\omega_0$ the two components have $\nu_1=\omega_0-\omega$ and $\nu_2=\omega_0+\omega$. Cross terms between them in $[S,V]$ oscillate at $\nu_1-\nu_2=-2\omega$ and average out. At second order,

$$\frac{\omega_1^2}{2(\omega_0-\omega)}+\frac{\omega_1^2}{2(\omega_0+\omega)} .$$

With the carrier at 80 kHz this is $100+11.1=111.1$ Hz; propagation gives 110.8 Hz. The sum does not apply inside the narrow higher-order resonances near $\omega_0/3$ and $\omega_0/5$. Close to the main resonance the first term is no longer small. That component must then be kept in $H_0$, as before, and only the second term survives as a shift.

**Q.** What remains of the Bloch–Siegert shift in a high field?

**A.** At a Larmor frequency of 500 MHz and a nutation frequency of 25 kHz the formula gives

$$\frac{(25\,000)^2}{4\times5\times10^8}=0.3125\ \text{Hz}.$$

It falls as $1/\omega_0$ at fixed $\omega_1$, whereas the off-resonance shift depends on $\Delta$ and need not be small in a high field. The numerical check below tests both formulas and the averaging lemma within this model of an isolated, unrelaxed spin.

## Computed results

```
LINEAR FIELD NEAR RESONANCE
Larmor frequency: 100000 Hz
nutation frequency of one component: 10000 Hz
amplitude of linear field: 20000 Hz
shift, formula: 250.000 Hz
shift, propagation: 250.155 Hz
resonant carrier, propagation: 100250.155 Hz
shift / nutation frequency: 0.02502
doubled nutation frequency: 20000 Hz
doubled field, shift by formula: 1000.000 Hz
doubled field, shift by propagation: 1002.391 Hz
power of field in the remainder: 3.952
resonance shift, co-rotating part alone: 0.000 Hz
precession shift, counter-rotating alone: 249.844 Hz
once per period, start at field maximum: -251.26 Hz
once per period, start quarter period on: 748.13 Hz
mean of these two: 248.43 Hz
averaged probability at resonance: 0.500000
averaged probability at 105000 Hz: 0.407910
mean mode polarization at 105000 Hz: -0.429163
carrier 90000 Hz, nutation by propagation: 14324.46 Hz
  effective Hamiltonian with shift: 14339.90 Hz
  same without shift: 14142.14 Hz
carrier 110000 Hz, nutation by propagation: 13970.83 Hz
  effective Hamiltonian with shift: 13982.35 Hz
  same without shift: 14142.14 Hz
averaging lemma, remainder ratio on halving: 8.000
IRRADIATION AT AN OFFSET
nutation frequency: 2000 Hz, offset: 20000 Hz
shift, formula: 100.000 Hz
shift, carrier below Larmor: 99.751 Hz
shift, carrier above Larmor: -99.751 Hz
fourth-order term, size: 0.250 Hz
duration: 2.5 ms
phase gain, formula: 90.00 degrees
phase gain, carrier below: 89.21 degrees
phase gain, carrier above: -89.21 degrees
linear field below, counter-rotating part: 11.111 Hz
linear field below, sum formula: 111.111 Hz
linear field below, propagation: 110.801 Hz
HIGH FIELD, FORMULA ONLY
Larmor: 500 MHz, nutation: 25 kHz
Bloch-Siegert shift: 0.3125 Hz
```
